# White-Bird and analytic GGA potentials: consistency with the grid energy, part 2

A plane-wave program evaluates the GGA exchange-correlation energy on a uniform grid, and the option `gga_potential` selects how its potential is built. Hartree atomic units are used, and the density $n$ is spin-unpolarized and positive. The cell of volume $\Omega$ has $N^3$ points $\mathbf r_i$ of weight $w=\Omega/N^3$, and $\langle a,b\rangle=w\sum_i a_ib_i$. With $f$ the energy per volume and subscripts $n,\sigma$ its partial derivatives,

$$E_N=w\sum_i f(n_i,\sigma_i),\qquad \sigma_i=|\mathbf g_i|^2,\qquad \mathbf g=\mathbf Dn .$$

The FFT gradient $\mathbf D$ is real, with $\mathbf D_{kj}=-\mathbf D_{jk}$. It multiplies discrete Fourier components (tilde) by $i\mathbf G_{\mathbf m}$, where $\mathbf G_{\mathbf m}=\sum_a m_a\mathbf b_a$ with integers $m_a$ and reciprocal lattice vectors $\mathbf b_a$. Band-limited functions have all components within the grid's symmetric index range.

With $\mathbf h=2f_\sigma\mathbf g$, `white_bird` (WB, 8 FFTs) is the exact derivative $w^{-1}\partial E_N/\partial n_i$:

$$v^{\rm WB}=f_n-\mathbf D\cdot(2f_\sigma\,\mathbf D n).$$

`analytic_hessian` (A, 10 FFTs) uses the Hessian $H$ of $n$ and gives the continuum potential at the points for band-limited $n$:

$$v^A=f_n-2f_\sigma\,{\rm tr}H-2f_{n\sigma}\sigma-4f_{\sigma\sigma}\,\mathbf g\cdot H\cdot\mathbf g,$$

`analytic_grad_sigma` (B, 9 FFTs) takes the gradient of $\sigma$ by FFT instead.

Let $\Delta v\equiv v^{\rm WB}-v^A$, and let $\mathbf h_{\mathbf m}$, $f_{\mathbf m}$ be the Fourier components of $\mathbf h$, $f$ as functions of position. For band-limited $n$ and odd $N$, the aliasing formula is

$$\widetilde{\Delta v}_{\mathbf m}=\sum_{\mathbf l\neq0}i\,\mathbf G_{N\mathbf l}\cdot\mathbf h_{\mathbf m+N\mathbf l} .$$

For band-limited $\delta n$ too, the projection formula is

$$\langle\Delta v,\delta n\rangle=w\sum_i\big[\delta n\,\nabla\cdot\mathbf h+\mathbf h\cdot\nabla\delta n\big]_i=w\sum_i\big[\nabla\cdot(\mathbf h\,\delta n)\big]_i .$$

The quadrature error of $E_N$ is $\Omega\sum_{\mathbf l\neq0}f_{N\mathbf l}$.

With $J_{ij}=\partial v_i/\partial n_j$ and grid vectors $p,q$, a potential derived from a twice differentiable energy function has zero asymmetry

$$C=\langle q,Jp\rangle-\langle p,Jq\rangle$$

The work around a circle of radius $\varepsilon$ in the plane $n=n_0+\alpha p+\beta q$ is

$$W=\oint\langle v,dn\rangle=\iint_{\alpha^2+\beta^2\le\varepsilon^2}C(n_0+\alpha p+\beta q)\,d\alpha\,d\beta=\pi\varepsilon^2C(n_0)\,[1+O(\varepsilon^2)] .$$

"The program" is the numerical check, using PBE from libxc; values quoted for $N=13$ and $N=33$ are not from it but belong to the same model. Its output also lists tests of $\mathbf D$ and of potentials against finite differences (FD) for random $n$.

## Consequences for a Kohn-Sham calculation

Take one doubly occupied orbital in a fixed plane-wave basis with $|m_a|\le M$,

$$\psi(\mathbf r)=\Omega^{-1/2}\sum_a c_a e^{i\mathbf G_a\cdot\mathbf r},\qquad n=2|\psi|^2,\qquad \sum_a|c_a|^2=1 .$$

The density has $|m_a|\le2M$ and is band-limited when $N\ge4M+1$, in which case the grid sums for the external and Hartree energies are also exact, provided $v_{\rm ext}$ is built from its Fourier components within the grid range and not sampled in real space. The energy is

$$E=2\sum_a\tfrac12G_a^2|c_a|^2+\langle v_{\rm ext}+\tfrac12v_H,n\rangle+E_N .$$

From $\partial n_i/\partial c_a^*=2\psi_i\,\Omega^{-1/2}e^{-i\mathbf G_a\cdot\mathbf r_i}$ and $w/\Omega=N^{-3}$,

$$\frac{\partial E_N}{\partial c_a^*}=w\sum_iv^{\rm WB}_i\frac{\partial n_i}{\partial c_a^*}=2\sum_b\tilde v^{\rm WB}(\mathbf G_a-\mathbf G_b)\,c_b .$$

The Hartree energy is quadratic and symmetric in $n$ and contributes $v_H$ in the same way. Hence $\partial E/\partial c^*=2\mathcal H^{\rm WB}c$, with $\mathcal H^{\rm WB}$ the Hamiltonian matrix built from $v_{\rm ext}+v_H+v^{\rm WB}$, and the eigenvalue equation $\mathcal H^{\rm WB}c=\epsilon c$ is the condition that $E$ be stationary under the normalization constraint. Only potential components with $|m_a|\le2M$ enter the matrix.

Let $v_{\rm ext}$ depend on a parameter $\lambda$, the basis being fixed, and let a dot denote $d/d\lambda$ along the self-consistent solution obtained with $v^A$, so that $\mathcal H^Ac=\epsilon c$ and $\mathcal H^{\rm WB}=\mathcal H^A+\widetilde{\Delta v}$. The total derivative is

$$\frac{dE}{d\lambda}=\frac{\partial E}{\partial\lambda}+2\,{\rm Re}\sum_a\dot c_a^*\frac{\partial E}{\partial c_a^*}=\frac{\partial E}{\partial\lambda}+4\,{\rm Re}\,\dot c^\dagger\mathcal H^Ac+4\,{\rm Re}\,\dot c^\dagger\widetilde{\Delta v}\,c .$$

The explicit derivative $\partial E/\partial\lambda=\langle n,\partial_\lambda v_{\rm ext}\rangle$ is the Hellmann-Feynman term. The second term is $4\epsilon\,{\rm Re}\,\dot c^\dagger c=2\epsilon\,d(c^\dagger c)/d\lambda=0$ by normalization. In the third, $\dot c^\dagger\widetilde{\Delta v}\,c=w\sum_i\dot\psi_i^*\Delta v_i\psi_i$ and $\dot n=4\,{\rm Re}\,\dot\psi^*\psi$, so

$$\frac{dE}{d\lambda}-\frac{\partial E}{\partial\lambda}=\langle v^{\rm WB}-v^A,\dot n\rangle .$$

With `white_bird` the right side is absent and the Hellmann-Feynman term is the exact slope of the computed energy. With an analytic value the mismatch is of first order in $\Delta v$.

The energy itself is affected at second order. Let $x$ be coordinates on the manifold of normalized orbitals, with $x=0$ at the minimum of $E$, which is the White-Bird solution, and $E(x)=E_0+\tfrac12x\cdot Kx$ to leading order. At the analytic solution $x_A$ the gradient is $Kx_A$, so the directional derivative along $x_A$ is $x_A\cdot Kx_A=2(E^A-E_0)$. The calculation above, with $\dot c$ replaced by this displacement, gives the same derivative as $\langle\Delta v,\delta n\rangle$, where $\delta n=n^A-n^{\rm WB}$ to leading order. Therefore

$$E^A-E^{\rm WB}\approx\tfrac12\langle v^{\rm WB}-v^A,\;n^A-n^{\rm WB}\rangle>0 ,$$

with $\Delta v$ evaluated at $n^A$. Both factors are of first order in the aliasing error.

## What `white_bird` does not remove

$E_N$ is invariant under translations by grid vectors only. For $n_s(\mathbf r)=n(\mathbf r-s\hat{\mathbf x})$ each component $f_{N\mathbf l}$ acquires the phase $e^{-isG_{N\mathbf l,x}}$, and, when $\hat{\mathbf x}$ lies along a grid line, $E_N(s)$ oscillates with the period of the grid spacing on that line. This is the egg-box effect. Since $dn_s/ds=-\partial_xn_s=-D_xn_s$ for band-limited $n$,

$$\frac{dE_N}{ds}=-\langle v^{\rm WB},D_xn_s\rangle ,$$

which is zero in the continuum and in general not on the grid, apart from symmetric positions of the density. The analytic potential gives $-\langle v^A,D_xn_s\rangle=dE_N/ds+w\sum_i\nabla\cdot(\mathbf h\,\partial_xn_s)_i$ by the projection formula, a different aliasing sum that is in general neither zero nor the slope of $E_N$.

## Worked example

The model has round parameters and represents no material. Two electrons occupy one orbital in a cubic cell with $L=6$ bohr. Two unit positive Gaussian charges, proportional to $e^{-r^2/2a^2}$ with $a=0.5$ bohr, sit at $\pm d/2$ on the $x$ axis with $d=1.4$ bohr, so that

$$\tilde v_{\rm ext}(\mathbf G)=-\frac{4\pi}{\Omega G^2}e^{-G^2a^2/2}\,2\cos\frac{G_xd}2,\qquad \partial_d\tilde v_{\rm ext}=\frac{4\pi}{\Omega G^2}e^{-G^2a^2/2}\,G_x\sin\frac{G_xd}2 .$$

The $\mathbf G=0$ terms of $v_{\rm ext}$ and $v_H$ are dropped, and the energy of the two charges with each other is omitted, since it does not involve the electrons. The basis has $125=5^3$ plane waves, so $M=2$ and the smallest grid that holds the density is $N=4\cdot2+1=9$. On that grid the self-consistent density ranges from 0.00137 to 0.110 bohr$^{-3}$. The many digits below resolve differences between algorithms within this model and say nothing about basis convergence.

**Slope of the energy.** The parameter is $\lambda=d$. FD denotes the finite-difference derivative of self-consistent energies and HF the Hellmann-Feynman term, both in Ha/bohr.

| $N$, potential | FD | HF | FD − HF |
|---|---|---|---|
| 9, WB | 0.141762354 | 0.141762354 | $-4.4\times10^{-11}$ |
| 9, A | 0.141762228 | 0.141738828 | $2.340\times10^{-5}$ |
| 15, WB | 0.141753840 | 0.141753840 | $-4.4\times10^{-11}$ |
| 15, A | 0.141753839 | 0.141752819 | $1.020\times10^{-6}$ |

The slope is positive because the electronic energy favours bringing the charges together. For A at $N=9$, $0.141762228-0.141738828=2.340\times10^{-5}$ Ha/bohr, which is $1.20\times10^{-3}$ eV/Å and $2.340\times10^{-5}/0.14176=1.7\times10^{-4}$ relative to the slope. The prediction $\langle v^{\rm WB}-v^A,dn/dd\rangle$, computed from the finite-difference derivative of the density, is $2.340\times10^{-5}$ Ha/bohr at $N=9$ and $1.020\times10^{-6}$ Ha/bohr at $N=15$, and the program tests this agreement on both grids. The White-Bird residual is nearly the same on both grids. That points to the truncation error of the difference stencil, a conjecture that the program does not test.

The two FD columns at $N=9$ differ by only $0.141762354-0.141762228=1.3\times10^{-7}$ Ha/bohr, because the energy curves differ at second order. The inconsistency sits almost wholly in the HF term. Relative to the White-Bird slope at $N=15$, itself not fully grid-converged, the $N=9$ HF values deviate by $0.141762354-0.141753840=+8.5\times10^{-6}$ Ha/bohr for WB and by $0.141738828-0.141753840=-1.5\times10^{-5}$ Ha/bohr for A. Refining the reference to $N=33$ lowers it by $1.6\times10^{-7}$ Ha/bohr, which changes the first deviation to $+8.7\times10^{-6}$ Ha/bohr and leaves the second at $-1.5\times10^{-5}$ Ha/bohr. The grid errors of the two forces are thus of the same order here. What distinguishes WB is that its force belongs to its energy.

**Energy excess.** At $N=9$ the energies are $-0.679779121$ Ha (A) and $-0.679779510$ Ha (WB), and the excess is $3.888\times10^{-7}$ Ha $=0.0106$ meV, against the second-order estimate $3.887\times10^{-7}$ Ha. At $N=15$ the excess and the estimate are both $1.931\times10^{-10}$ Ha. From $N=9$ to $15$ the force mismatch falls by $2.340\times10^{-5}/1.020\times10^{-6}=23$ and the excess by about 2000. A faster fall is expected of a second-order quantity, but the two involve different projections of $\Delta v$, and the second factor is not the square of the first.

**Integrability.** At the $N=9$ density, take $p=2\psi\,\Omega^{-1/2}\cos(4\pi x/L)$ and $q=2\psi\,\Omega^{-1/2}\cos(2\pi x/L)\cos(4\pi y/L)$, band-limited variations built from the orbital. Both change the electron number, which a normalized orbital cannot do, so the values below test integrability over all grid densities and do not measure the size of the effect at fixed electron number. For WB both $\langle q,Jp\rangle$ and $\langle p,Jq\rangle$ are 0.000212545 Ha, and the loop work at $\varepsilon=0.005$ is $2\times10^{-19}$ Ha, which is rounding noise. For A, $C=0.000796253-0.000818537=-2.228\times10^{-5}$ Ha. The loop work is $-1.93474\times10^{-9}$ Ha, and the asymmetry integrated over the disc is $-1.93480\times10^{-9}$ Ha, a relative difference of $3\times10^{-5}$. The leading term $\pi(0.005)^2(-2.228\times10^{-5})=-1.750\times10^{-9}$ Ha misses the work by 10.5% of that term even at this small radius. The relative deviations are 0.10547, 0.02639 and 0.00657 at $\varepsilon=0.005$, $0.0025$ and $0.00125$, with ratios 4.00 and 4.02, as the $\varepsilon^2$ law requires, and the program tests this scaling. The large coefficient shows that $C$ changes quickly with the density.

**Grid refinement at fixed density.** The $N=9$ White-Bird density is evaluated exactly on finer grids.

| $N$ | $E_N$ (Ha) | rms$(v^{\rm WB}-v^A)$ (Ha) |
|---|---|---|
| 9 | −0.492784272 | $2.05\times10^{-3}$ |
| 15 | −0.492782774 | $7.30\times10^{-4}$ |
| 27 | −0.492782704 | $1.46\times10^{-5}$ |
| 45 | −0.492782704 | $9.3\times10^{-8}$ |

The difference falls by factors of 2.8, 50 and 157, a fast but uneven decay. The energy at $N=9$ lies $1.57\times10^{-6}$ Ha below the $N=45$ value and at $N=15$ $7\times10^{-8}$ Ha below it. A quadrature error has no fixed sign in general, so $E_N$ is not an upper bound to the continuum energy.

From $N=9$ to $15$ the rms difference falls by 2.8 while the force mismatch falls by 23. The aliasing formula is consistent with this ordering if the components of $\mathbf h$ decay with their index, an attribution that the program does not test. The rms includes every component $\widetilde{\Delta v}_{\mathbf m}$, and these draw on components of $\mathbf h$ with an index of at least $(N+1)/2$, which is 5 and 8 on the two grids. The force sees only $|m_a|\le2M=4$, which draw on indices of at least $N-4$, that is 5 and 11. The threshold for the force moves twice as fast with $N$.

At the points shared by the $N=9$ and $N=45$ grids, the rms distance to $v^{\rm WB}(N=45)$ is $9.6\times10^{-8}$ Ha for $v^A(N=9)$ and $2.05\times10^{-3}$ Ha for $v^{\rm WB}(N=9)$. The program also tests that $v^A$ is the same on both grids at these points. Point by point, the analytic Hessian form is the accurate one, and its small distance is the remaining aliasing error of the $N=45$ reference.

**Egg-box slope.** At a shift of a quarter of the spacing, $s=6/(9\cdot4)=0.166667$ bohr, the finite-difference slope of $E_N$ is $-8.372091\times10^{-6}$ Ha/bohr, and $-\langle v^{\rm WB},D_xn_s\rangle$ has the same value to all printed digits. The analytic potential gives $+4.53\times10^{-5}$ Ha/bohr, of opposite sign and 5.4 times larger in magnitude, where the continuum value is zero.

## Guidance on settings

**Choice of value.** Use `white_bird` whenever a derivative must agree with the energy: forces for relaxation or dynamics, direct minimization with line searches, and finite-difference checks. It has the lowest FFT count and needs no second derivatives of $f$. With an analytic value the mismatch is first order in $\Delta v$ and the force is not the gradient of the reported energy, so the two can disagree about the position of a minimum, and conservation of the reported energy in dynamics is not guaranteed.

Use `analytic_hessian` when the values of the continuum potential of a given band-limited density are wanted at the grid points, as for a plot or a comparison with another representation. The value `analytic_grad_sigma` does not give the derivative of $E_N$, and it is guaranteed to give the continuum values only when $N\ge8M+1$, so that $\sigma$ is band-limited. It saves one FFT over the Hessian form.

**Grid size.** The condition $N\ge4M+1$ makes the density, kinetic, Hartree and external terms exact within the basis. It does not control the aliasing of $f$ and $\mathbf h$. The consistency of `white_bird` holds on every grid, so agreement between force and energy slope is no evidence of grid convergence. Two diagnostics follow from the analysis. The quantity $-\langle v^{\rm WB},D_xn\rangle$, evaluated for a density displaced from symmetric grid positions, is the egg-box slope. The change of the Hellmann-Feynman force between `white_bird` and `analytic_hessian` measures the aliasing of $\mathbf h$ in the components that enter the Hamiltonian. The grid is raised at fixed basis until both are below the force threshold. Neither is a proven bound on the force error, and they need not fall monotonically with $N$: in the example the force change is $2.2\times10^{-7}$ Ha/bohr at $N=13$ and $1.0\times10^{-6}$ Ha/bohr at $N=15$, so the criterion should be met on more than one grid. The rms of $v^{\rm WB}-v^A$ over all components is a poor guide, since it includes components that never enter the Hamiltonian and that converge more slowly.

**Comparing energies.** Total energies are an insensitive probe of the option. In the example the two self-consistent energies at $N=9$ differ by $3.9\times10^{-7}$ Ha, less than the $1.6\times10^{-6}$ Ha grid error of $E_N$ that they share.

**The derivative operator.** Energy and potential must use the same $\mathbf D$. For even $N$ the Nyquist multiplier is set to zero. Any other real antisymmetric operator, such as a central finite difference, may replace the FFT derivative, because the proof used only linearity and antisymmetry. For an operator without that symmetry, or for unequal weights $w_j$, the chain rule gives $v_i=f_n(i)+w_i^{-1}\sum_jw_j\,\mathbf h_j\cdot\mathbf D_{ji}$, and the transpose must be applied explicitly.

**Filters.** If the energy is evaluated with a filtered density $Pn$, with $P$ linear, the chain rule gives the potential $P^{T}v^{\rm WB}[Pn]$. Removing components of $v$ with an index beyond $2M$ changes nothing in the Hamiltonian. Smoothing the components within that range, without the matching change in the energy, breaks the consistency.

**Low density.** The derivation requires $f$ to be differentiable at every $(n_i,\sigma_i)$, which for PBE means $n_i>0$. Where a threshold replaces $f$ at small density, $v^{\rm WB}$ remains the derivative only if $f_n$ and $f_\sigma$ are those of the modified $f$, and a jump in $f$ at the threshold makes $E_N$ itself discontinuous. A kink in $\mathbf h$ also replaces the exponential decay of its Fourier components by a power law, and the potential components that enter the Hamiltonian then converge more slowly with the grid for all three values. The example has no vacuum region and does not probe this regime.

## Calculated quantities

```
max |Im D|, N=8, L=6 bohr, Nyquist kept = 0.523599 1/bohr
random n, N=7: max|v - FD| WB, A, B = 1.1e-11, 6.18e-02, 5.97e-02 Ha
random n, N=8: max|v - FD| WB, A, B = 1.5e-11, 1.11e-01, 3.50e-02 Ha
FFT calls from n(r): WB 8, A 10, B 9
model: L = 6.0 bohr, width = 0.5 bohr, d = 1.4 bohr, plane waves = 125
N=9 WB: E = -0.679779510 Ha
N=9 WB: dE/dd FD = 0.141762354, HF = 0.141762354 Ha/bohr
N=9 WB: FD - HF = -4.434e-11 Ha/bohr = -2.280e-09 eV/A
N=9 A: E = -0.679779121 Ha
N=9 A: dE/dd FD = 0.141762228, HF = 0.141738828 Ha/bohr
N=9 A: FD - HF = 2.340e-05 Ha/bohr = 1.203e-03 eV/A
N=9: <v_WB - v_A, dn/dd> = 2.340e-05 Ha/bohr
N=9: E_A - E_WB = 3.888e-07 Ha = 1.058e-02 meV
N=9: second-order estimate of excess = 3.887e-07 Ha
N=15 WB: E = -0.679778032 Ha
N=15 WB: dE/dd FD = 0.141753840, HF = 0.141753840 Ha/bohr
N=15 WB: FD - HF = -4.420e-11 Ha/bohr = -2.273e-09 eV/A
N=15 A: E = -0.679778032 Ha
N=15 A: dE/dd FD = 0.141753839, HF = 0.141752819 Ha/bohr
N=15 A: FD - HF = 1.020e-06 Ha/bohr = 5.245e-05 eV/A
N=15: <v_WB - v_A, dn/dd> = 1.020e-06 Ha/bohr
N=15: E_A - E_WB = 1.931e-10 Ha = 5.254e-06 meV
N=15: second-order estimate of excess = 1.931e-10 Ha
N=9 WB density: min = 0.00137, max = 0.11035 1/bohr^3
N=9 WB density: E_xc = -0.492784272 Ha
WB: <q,Jp> = 0.000212545, <p,Jq> = 0.000212545, asym = 4.202e-11 Ha
WB: loop work at radius 0.005 = 1.80950e-19 Ha
A: <q,Jp> = 0.000796253, <p,Jq> = 0.000818537, asym = -2.228e-05 Ha
A: loop work at radius 0.005 = -1.93474e-09 Ha
A: asymmetry integrated over the disc = -1.93480e-09 Ha
A: radius 0.005: pi eps^2 asym = -1.7501e-09 Ha, work/that - 1 = 0.10547
A: radius 0.0025: pi eps^2 asym = -4.3754e-10 Ha, work/that - 1 = 0.02639
A: radius 0.00125: pi eps^2 asym = -1.0938e-10 Ha, work/that - 1 = 0.00657
fixed density, N=9: E_xc = -0.492784272, rms(v_WB - v_A) = 2.051e-03 Ha
fixed density, N=15: E_xc = -0.492782774, rms(v_WB - v_A) = 7.303e-04 Ha
fixed density, N=27: E_xc = -0.492782704, rms(v_WB - v_A) = 1.463e-05 Ha
fixed density, N=45: E_xc = -0.492782704, rms(v_WB - v_A) = 9.345e-08 Ha
rms distance to v_WB(N=45) at N=9 points: v_A 9.566e-08, v_WB 2.051e-03 Ha
shift s = 0.166667 bohr: dE_N/ds FD = -8.372091e-06 Ha/bohr
-<v, D_x n>: WB = -8.372091e-06, A = 4.534181e-05 Ha/bohr
```
